# Why interstitial clusters become {311} rods and then dislocation loops

## The situation after implantation

An ion implanted into silicon displaces atoms along its path, and annealing recombines most of the resulting interstitials and vacancies. An excess of interstitials remains near the end of the ion range. After a short anneal they are found in small clusters, then in rod-shaped defects lying on {311} planes, and, if the stored excess is large enough, later in dislocation loops on {111} planes. Why does the structure change, rather than one kind of defect simply growing?

One short answer is that the energy per atom decreases with size. That explains why defects gain energy by joining, but not why their structure changes. Let $E(n)$ be the energy of a defect holding $n$ interstitials, relative to perfect crystal, and $e(n)=E(n)/n$. If $e$ decreases, then

$$E(n_1+n_2)=n_1e(n_1+n_2)+n_2e(n_1+n_2)<n_1e(n_1)+n_2e(n_2),$$

so two defects gain energy by joining. This holds within a single family of structures. A defect of given size gains energy by changing its structure only if another family is cheaper at that size. For the lowest-energy structure to follow the observed sequence, the curves must therefore cross, and in the right order.

I compare four families at zero temperature, in an infinite, isotropic elastic crystal without external stress or interaction between defects. The result is an energetic order; it gives neither rates nor conversion barriers. The algebra is in atomic units. The elastic formulas contain no $\hbar$, electron mass or charge, so they keep their form when numbers are inserted in eV and Å.

## What a planar defect costs

A rod or loop is an extra layer of atoms. If it has area $A$ and opens the crystal by $b$ along its normal, it adds a volume $Ab$. With atomic volume $\Omega$ it therefore stores $n=Ab/\Omega$ atoms. Its cost has a fault part, $\gamma A$, and a boundary part, which comes from elasticity.

Let the displacement jump across the plane $z=0$ have Fourier amplitude $\mathbf s$ at in-plane wavevector $\mathbf q$, with $|\mathbf q|=k$. The full wavevector is $\mathbf K=\mathbf q+t\hat z$. The imposed distortion $\mathbf s\hat z^T$ has stress

$$\sigma=\lambda(\mathbf s\cdot\hat z)I+\mu(\mathbf s\hat z^T+\hat z\mathbf s^T),$$

where $\mu$ is the shear modulus, $\nu$ the Poisson ratio and $\lambda=2\mu\nu/(1-2\nu)$. Put $\mathbf f=\sigma\mathbf K$. For a displacement amplitude $\mathbf u$, the elastic distortion is $i\mathbf u\mathbf K^T-\mathbf s\hat z^T$, and its energy is

$$\tfrac12\left[\mathbf u^\dagger M\mathbf u+i\mathbf u^\dagger\mathbf f-i\mathbf f^\dagger\mathbf u+\mathbf s\hat z^T\!:\sigma\right],\quad M=\mu K^2I+(\lambda+\mu)\mathbf K\mathbf K^T.$$

The minimum is at $\mathbf u=-iM^{-1}\mathbf f$. The first three terms then sum to $-\mathbf f\cdot M^{-1}\mathbf f$, leaving $D/2$ with $D=\mathbf s\hat z^T\!:\sigma-\mathbf f\cdot M^{-1}\mathbf f$. Writing $g=(\lambda+\mu)/(\lambda+2\mu)=1/[2(1-\nu)]$,

$$M^{-1}=\frac1{\mu K^2}\left(I-g\frac{\mathbf K\mathbf K^T}{K^2}\right).$$

**Normal opening.** For $\mathbf s=w\hat z$, $\mathbf f=w(\lambda\mathbf K+2\mu t\hat z)$. With $c=t^2/K^2$,

$$\frac D{w^2}=\lambda+2\mu-\frac1\mu\left[\lambda^2+4\mu(\lambda+\mu)c-g(\lambda+2\mu c)^2\right].$$

The coefficient of $c^2$ is $4\mu g$. That of $c$ is $-4(\lambda+\mu)+4g\lambda=-8\mu g$, because $\lambda+\mu=g(\lambda+2\mu)$. The constant is $\lambda+2\mu-\lambda^2(1-g)/\mu=4\mu g$, because $1-g=\mu/(\lambda+2\mu)$. Hence $D=4\mu g\,w^2(1-c)^2$, with $1-c=k^2/K^2$. Since $\int dt\,k^4/(k^2+t^2)^2=\pi k/2$, integrating $D/2$ over $dt/2\pi$ gives $\mu kw^2/[4(1-\nu)]$, and

$$E_{\rm el}=\frac{\mu}{4(1-\nu)}\int\frac{d^2k}{(2\pi)^2}\,k|w_{\mathbf k}|^2.$$

**In-plane jump.** Let $s_\parallel$ and $s_\perp$ be the components along and across $\mathbf q$. Now $\mathbf f=\mu(t\mathbf s+ks_\parallel\hat z)$ and $\mathbf K\cdot\mathbf f=2\mu tks_\parallel$, so

$$D=\mu\left[s_\perp^2\frac{k^2}{K^2}+\frac{2s_\parallel^2}{1-\nu}\frac{t^2k^2}{K^4}\right].$$

The two fractions integrate to $\pi k$ and $\pi k/2$, giving $\tfrac14\mu k[s_\perp^2+s_\parallel^2/(1-\nu)]$. Cross terms between opening and in-plane jump are odd in $t$ and vanish. For a circular loop all directions of $\mathbf q$ weigh equally, so the bracket averages to $s^2(2-\nu)/[2(1-\nu)]$.

### From area to boundary

A perfectly sharp edge would have infinite elastic energy. I spread it over a core width $a$ by inserting $e^{-ka}$. Then $k|w_{\mathbf k}|^2e^{-ka}=|(\nabla w)_{\mathbf k}|^2e^{-ka}/k$. For constant opening $b$, $\nabla w$ lives on the boundary and points along its normal. The inverse transform of $e^{-ka}/k$ is

$$\frac1{2\pi}\int_0^\infty J_0(kr)e^{-ka}dk=\frac1{2\pi\sqrt{r^2+a^2}}.$$

Turning both normals by 90° makes them tangents without changing their scalar product. Thus

$$E_{\rm el}=\frac S{8\pi}I,\quad I=\oint\!\!\oint\frac{d\mathbf l\cdot d\mathbf l'}{\sqrt{r^2+a^2}},\quad S=\frac{\mu b^2}{1-\nu}.$$

Broken and strained bonds in the core add an assumed energy $\chi S/4\pi$ per unit length. For perimeter $P$ the boundary costs $(S/8\pi)(I+2\chi P)$.

## Four families

### Compact clusters

For a three-dimensional cluster I take a volume term and a surface term:

$$E_{\rm c}=e_{\rm c}n+s_{\rm c}n^{2/3},\qquad e=e_{\rm c}+s_{\rm c}n^{-1/3}.$$

This smooth law is a model input. It omits particularly stable small sizes, so individual clusters of a few atoms need atomistic energies.

### {311} rods

A rod is a rectangle of fixed width $W$ and growing length $\ell$. Fixed width is an assumption about growth, not a result of minimizing the energy: a wider defect of the same area can have a shorter boundary and cost less. The small in-plane part of the rod's displacement is neglected. For parallel segments of length $L$ at effective distance $d$, define

$$F(L,d)=\int_0^L\frac{L-u}{\sqrt{u^2+d^2}}du=L\,\mathrm{arsinh}\frac Ld-\sqrt{L^2+d^2}+d.$$

The double integral over the pair is $2F$. Opposite sides run in opposite directions, and perpendicular sides contribute nothing. Hence, with $h=\sqrt{W^2+a^2}$,

$$I=4\left[F(\ell,a)-F(\ell,h)+F(W,a)-F(W,\sqrt{\ell^2+a^2})\right].$$

For $\ell\gg W$, expansion gives $F(\ell,d)\simeq\ell\ln(2\ell/d)-\ell+d-d^2/4\ell$. The first pair in $I$ therefore gives $2\ell\ln(1+W^2/a^2)+4(a-h)+W^2/\ell$. In the last term the distance is nearly $\ell$, so $F\simeq W^2/2\ell$, contributing $-2W^2/\ell$. Adding the fault and core terms gives

$$E_{\rm r}\simeq e_3n+C-\frac{SW^2}{8\pi\ell},$$

$$e_3=\frac{\Omega}{bW}\left\{\gamma_3W+\frac S{4\pi}\left[\ln\left(1+\frac{W^2}{a^2}\right)+2\chi\right]\right\},$$

$$C=\frac S{2\pi}\left[W\,\mathrm{arsinh}\frac Wa-2h+2a+\chi W\right].$$

The two ends cost $C$ once, and their share per atom falls as $1/n$. The long sides grow with the rod, so their share never disappears. This is why the energy per atom saturates at $e_3$.

### Faulted and perfect loops

For a circle of radius $R$, with $\phi$ half the angle between two boundary points,

$$I=2\pi R\;4R\int_0^{\pi/2}\frac{1-2\sin^2\phi}{\sqrt{4R^2\sin^2\phi+a^2}}d\phi.$$

For $R\gg a$, the term with $2\sin^2\phi$ contributes $-4$ to the factor after $2\pi R$. The other is $2\int_0^{\pi/2}d\phi/\sqrt{\sin^2\phi+\delta^2}$, with $\delta=a/2R$. Split it at an angle $\eta$ with $\delta\ll\eta\ll1$. The parts are $\ln(2\eta/\delta)$ and $\ln(2/\eta)$, whose sum is $\ln(4/\delta)=\ln(8R/a)$. So $I\simeq4\pi R[\ln(8R/a)-2]$, and

$$E_{\rm f}\simeq\gamma_{\rm F}\pi R^2+\frac{SR}2\Lambda,\qquad\Lambda=\ln\frac{8R}a-2+\chi.$$

Dividing by $n=\pi R^2b/\Omega$,

$$e_{\rm f}\simeq\frac{\gamma_{\rm F}\Omega}b+\frac{S\Omega}{2\pi bR}\Lambda.$$

The boundary grows as $R$ while the content grows as $R^2$. A loop is expensive when small but approaches its fault energy per atom when large.

In a diamond-cubic crystal of lattice constant $a_0$, the faulted loop has displacement $\tfrac{a_0}3\langle111\rangle$, normal to its plane and of length $a_0/\sqrt3$. This is not a lattice vector, so a stacking fault remains. The perfect loop has the lattice vector $\tfrac{a_0}2\langle110\rangle$ and no fault. On the same {111} plane its normal part is again $a_0/\sqrt3$, so both loops hold the same number of atoms per area. Its in-plane part satisfies $s^2=a_0^2/2-a_0^2/3=a_0^2/6$, and raises the stiffness by

$$\Delta S=\frac{\mu s^2(2-\nu)}{2(1-\nu)}.$$

With core energy scaled in the same way, removing the fault pays when

$$\gamma_{\rm F}\pi R>\frac{\Delta S}2\Lambda.$$

The saving grows with area and the penalty nearly with perimeter, so the perfect loop wins at large size.

## How large the effects are

The example is a diamond-cubic model crystal with round parameters, not a fit to silicon: $a_0=5.4$ Å, $\Omega=19.683$ Å³, $\mu=0.40$ eV/Å³, $\nu=0.25$, $a=2.0$ Å and $\chi=2.0$. The rod has $b=1.2$ Å, $W=30$ Å and $\gamma_3=0.020$ eV/Å². The loops have $b=3.118$ Å and $\gamma_{\rm F}=0.005$ eV/Å². For clusters, $e_{\rm c}=0.80$ eV and $s_{\rm c}=1.20$ eV.

For rods, $S=0.768$ eV/Å and $W^2/a^2=225$, so

$$e_3=\frac{19.683}{1.2\times30}\left[0.60+\frac{0.768}{4\pi}(\ln226+4)\right]=0.643\ {\rm eV},$$

or 0.0236 hartree. Fault and sides contribute about equally. The faulted-loop limit is much lower, $0.005\times19.683/3.118=0.032$ eV.

Energies per atom, in eV, from the full contour integrals are:

| $n$ | cluster | rod | faulted | perfect |
|---:|---:|---:|---:|---:|
| 10 | 1.357 | 1.606 | 3.495 | 4.979 |
| 100 | 1.059 | 0.767 | 1.520 | 2.140 |
| 1000 | 0.920 | 0.656 | 0.635 | 0.867 |
| 300000 | 0.818 | 0.643 | 0.086 | 0.078 |

Every column falls, but the lowest entry moves from left to right.

**Cluster to rod, $n\approx17$.** The cluster energy is $0.80+1.20/17^{1/3}=1.267$ eV per atom, equal to that of the rod. The rod is then 9.3 Å long, shorter than its width, so the long-rod expansion is not justified: its first two terms alone would give $0.643+12.95/17=1.40$ eV, and its third term is no longer small. Continuum elasticity is itself doubtful at this length. The crossing shows that a change occurs at tens of atoms or fewer in this model, not its precise size.

**Rod to faulted loop, $n\approx914$.** The rod is 500 Å long and costs $0.643+12.95/914=0.657$ eV per atom. The loop has $R=42.9$ Å, or 81.0 bohr, and $S=5.184$ eV/Å. Since $\chi=2$, $\Lambda=\ln(8R/a)$ and

$$e_{\rm f}=0.032+\frac{5.184\times19.683}{2\pi\times3.118\times42.9}\ln(171.6)=0.657\ {\rm eV}.$$

This size depends on the fixed rod width. With the same 914 atoms, a square {311} defect of side 122 Å would cost only about 0.50 eV per atom, and square defects would stay cheaper than faulted loops up to about 2600 atoms. The model takes the rod shape as given; it does not explain it.

**Faulted to perfect loop, $n\approx1.5\times10^5$.** Here $\Delta S=7.452-5.184=2.268$ eV/Å. The condition $R=[2.268/(2\pi\times0.005)]\ln(4R)$ gives $R\approx560$ Å for a perfect loop that stays on its {111} plane. Turning toward {110}, where its displacement is purely normal, would lower its energy and make the transition earlier. If faulted loops are bypassed, a rod can gain energy by becoming a perfect loop directly above $n\approx2040$. A perfect loop smaller than about 560 Å in radius is therefore not, by itself, evidence against the model.

Changing each of the nine adjustable parameters by 20 percent, one at a time, preserved the order. The rod stage then began between 9 and 30 atoms, the faulted-loop stage between about 680 and 1220, and the perfect-loop stage between about $9\times10^4$ and $2.6\times10^5$. The order is thus less sensitive than the sizes to single changes of this magnitude. Several changes made together can remove a stage.

### A sequence without rods

Raise the rod fault energy from 0.020 to 0.060 eV/Å². At every size this adds the constant $0.040\times19.683/1.2=0.656$ eV per atom, so the rod curve still falls. Yet enumeration of sizes from 4 to 400000 finds no rod stage: clusters give way directly to faulted loops at $n=327$. Falling energy per atom is therefore insufficient to produce the observed sequence.

## Loops can feed on rods before the curves cross

Defects can also exchange single interstitials. Moving one atom from a rod to a loop changes the energy by the difference of their marginal energies $dE/dn$, not of their energies per atom. For a large loop, $d(R\Lambda)/dR=\Lambda+1$ and $dn/dR=2\pi Rb/\Omega$, so

$$\frac{dE_{\rm f}}{dn}\simeq\frac{\gamma_{\rm F}\Omega}b+\frac{S\Omega}{4\pi bR}(\Lambda+1).$$

For a long rod,

$$\frac{dE_{\rm r}}{dn}\simeq e_3+\frac{SW\Omega}{8\pi b\ell^2}.$$

The last term is positive and falls with length, so longer rods gain from shorter ones. At $\ell=500$ Å it is just $6\times10^{-5}$ eV, a very weak drive for long rods of fixed width to coarsen among themselves. For short rods, where the expansion fails, the full energy gives a much larger excess over $e_3$, about 0.06 eV at 25 atoms, so short rods do dissolve in favour of long ones.

The loop's marginal energy falls below $e_3$ at $n\approx278$, or $R=23.6$ Å. The loop then still costs 1.036 eV per atom, far more than a rod. Its existing boundary has already been paid for; the next atom enlarges it only slightly. Explicit transfers from a rod of 5000 atoms confirm the change of sign: $+0.087$ eV for a loop of 200 atoms and $-0.085$ eV for one of 400.

Two transition sizes must therefore be kept apart. Above about 914 atoms, whole-defect conversion at equal size lowers the energy. Above about 278 atoms, a loop that already exists can grow while long rods dissolve. How such a loop first forms is a question of barriers, which these energies do not answer.

## What to do about it

The marginal energy also sets the interstitial concentration that a defect maintains. A dilute interstitial has chemical potential $k_BT\ln(C_I/C_I^*)$, where $C_I^*$ is its concentration in equilibrium with perfect crystal. Setting this equal to $dE/dn$ gives

$$\frac{C_I}{C_I^*}=\exp\left(\frac1{k_BT}\frac{dE}{dn}\right),$$

if vibrational entropy in the defect is neglected. At 1000 K, $k_BT=0.086$ eV. Long rods then maintain a supersaturation of order $10^3$. For the loop of radius 42.9 Å the marginal energy is about 0.40 eV, giving order $10^2$. Long rods are thus a stronger source of interstitials than faulted loops above the growth threshold of about 278 atoms; smaller loops dissolve more readily than long rods.

This suggests four practical choices.

- **Remove interstitials at the rod stage.** A surface that holds $C_I$ near $C_I^*$ drains both defects, but the energy released by removing the next atom, $dE/dn$, is larger for long rods than for loops past their growth threshold. Averaged over the whole defect, a loop of between about 278 and 914 atoms still holds more energy per atom than a long rod. The useful anneal is one that drains rods before loops pass their growth threshold. Finding its time and temperature requires diffusion and reaction rates. The threshold of about 278 atoms is a number of the model crystal, not of silicon, and it applies at the interstitial concentration maintained by long rods; where a sink lowers that concentration, a loop must be larger to grow.
- **Limit the stored excess.** With fewer interstitials per area, fewer atoms are available to carry defects past the loop threshold. Where the process permits, a lower dose or a nearer sink acts in this direction.
- **Do not judge an anneal by the loss of rods alone.** Their atoms may have reached the surface or entered loops. Count the atoms in both, using $n=Ab/\Omega$ for each defect.
- **Calibrate before predicting sizes.** The most useful inputs are atomistic energies of small clusters, the energy per atom of long rods, and the fault and core energies of loops. Compare marginal energies for exchange and total energies for conversion.

The isolated-defect energies need correction when defects are closer than a few times their size, when a surface lies within about a loop radius, or when applied stress does appreciable work on the added volume. At annealing temperature, free energies should replace energies; differing vibrational entropies can shift the crossings. The numerical output below gives the remaining values for the model crystal.

## Values computed for the example and the checks

```
lattice constant 5.4 A; atomic volume 19.683 A^3
shear modulus 0.40 eV/A^3; Poisson ratio 0.25
core width a 2.0 A; core factor chi 2.0
rod opening 1.2 A; rod width 30.0 A
rod fault energy 0.020 eV/A^2
loop fault energy 0.005 eV/A^2
cluster e_c 0.80 eV; s 1.20 eV
loop opening 3.1177 A
perfect-loop in-plane jump 2.2045 A
stiffness S: rod 0.7680 eV/A
stiffness S: faulted 5.1840, perfect 7.4520 eV/A
long-rod energy per atom 0.6428 eV
long-rod end energy C 12.949 eV
faulted-loop limit per atom 0.0316 eV
energy per atom in eV: n, cluster, rod, faulted, perfect
      4   1.5560   2.6588   4.8435   6.9171  cluster
     10   1.3570   1.6061   3.4951   4.9788  cluster
     30   1.1862   1.0241   2.3623   3.3505  rod
    100   1.0585   0.7674   1.5203   2.1401  rod
    300   0.9793   0.6854   1.0058   1.4005  rod
   1000   0.9200   0.6557   0.6347   0.8670  faulted loop
   3000   0.8832   0.6471   0.4166   0.5535  faulted loop
  30000   0.8386   0.6433   0.1777   0.2101  faulted loop
 300000   0.8179   0.6429   0.0855   0.0775  perfect loop
cluster-rod crossing: n = 17.0, 1.2670 eV/atom
rod-faulted crossing: n = 914.3, 0.6569 eV/atom
faulted-perfect crossing: n = 154081.2, 0.1037 eV/atom
rod-perfect crossing: n = 2035.9, 0.6492 eV/atom
rod length at cluster-rod crossing 9.28 A
rod length at rod-faulted crossing 499.9 A
loop radius at rod-faulted crossing 42.86 A
loop radius at faulted-perfect crossing 556.5 A
same radius from logarithmic condition 556.5 A
loop growth from long rods above n = 277.7
loop radius at this threshold 23.62 A
loop energy per atom there 1.0358 eV
one atom rod to loop, n=200: +0.0868 eV
one atom rod to loop, n=400: -0.0854 eV
counterexample rod fault 0.060 eV/A^2
its sequence: cluster, faulted loop, perfect loop
its first faulted-loop size n = 327
20% input changes tested: 18; order kept in all
start of rod stage: n 9 to 30
start of faulted stage: n 681 to 1222
start of perfect stage: n 92191 to 257115
long-rod energy per atom 0.02362 hartree
rod-faulted loop radius 81.00 bohr
```
